# Why Kramers doublets need five conditions to cross, or three with a mirror

**Question.** An odd-electron system without a magnetic field has doubly degenerate levels, the Kramers doublets. Why must five independent real conditions be met before two of them cross, when there is no spatial symmetry, and why does a mirror plane reduce the number to three?

**Answer.** A crossing requires equal energies and the absence of every coupling that could push the levels apart. Equal energies are one real condition. The rest of the count depends on how many couplings there are.

Call one doublet $a,Ta$ and the other $b,Tb$, where $T$ is time reversal. The state $a$ can couple to $b$, and it can also couple to $Tb$. Each coupling is a complex number, so each has two real parts that must vanish. The couplings of $Ta$ bring nothing new, because time reversal fixes them once those of $a$ are known. The count is $1+2+2=5$. A mirror plane gives $a$ and $Tb$ different mirror eigenvalues, if $a$ and $b$ are chosen with the same one. The second coupling is then forbidden, and $1+2=3$ conditions remain.

To make this a proof, we must show that the list of couplings is complete, that no phase choice shortens it, and that the mirror acts as stated.

### From the full problem to four states

Let the Hamiltonian $H(\lambda)$ depend smoothly on $n$ real parameters $\lambda$, such as nuclear coordinates. Spin-orbit coupling is included. Time reversal is antiunitary, commutes with $H$, and satisfies

$$\langle T\phi|T\chi\rangle=\langle\phi|\chi\rangle^*,\qquad T^2=-1 .$$

The minus sign belongs to an odd number of electrons.

Suppose that two doublets lie close together and stay separated from all other levels in the region considered. Let $P(\lambda)$ be the projector on their four-dimensional space, and $P_0$ its value at a reference point. The projector is smooth because the four states stay isolated, even if the two doublets meet each other. Near the reference point, the operator

$$W=P\,(P_0PP_0)^{-1/2},$$

with the inverse root taken inside the reference space, carries a fixed orthonormal frame into the current space. It preserves scalar products, since $W^\dagger W=(P_0PP_0)^{-1/2}P_0PP_0(P_0PP_0)^{-1/2}=P_0$.

Both projectors commute with $T$, and so does $W$. The four by four matrix of $W^\dagger HW$ therefore has the symmetry of the full problem, and its eigenvalues are the energies of the full problem. The same holds for a mirror that commutes with $H$ throughout the region. We may count parameters in this matrix without neglecting the other states.

### The matrix allowed by time reversal

First, $\psi$ and $T\psi$ are orthogonal. Put $\phi=\psi$ and $\chi=T\psi$ in the rule for scalar products:

$$\langle\psi|T\psi\rangle^*=\langle T\psi|T^2\psi\rangle=-\langle T\psi|\psi\rangle=-\langle\psi|T\psi\rangle^* .$$

A number equal to its own negative is zero. We can thus use an orthonormal frame $(a,Ta,b,Tb)$, choosing $b$ orthogonal to $a$ and $Ta$; then $Tb$ is orthogonal to them too. In general $a$ and $b$ are not eigenstates of $H$. Define

$$A=\langle a|H|a\rangle,\quad B=\langle b|H|b\rangle,\quad w=\langle a|H|b\rangle,\quad x=\langle a|H|Tb\rangle .$$

The remaining elements follow from $HT=TH$:

$$\langle Ta|H|Ta\rangle=\langle Ta|T(Ha)\rangle=\langle a|H|a\rangle^*=A,$$

$$\langle Ta|H|Tb\rangle=\langle Ta|T(Hb)\rangle=\langle a|H|b\rangle^*=w^* .$$

For the next one, write $b=-T(Tb)$, which is $T^2=-1$ read backwards:

$$\langle Ta|H|b\rangle=-\langle Ta|T(HTb)\rangle=-\langle a|H|Tb\rangle^*=-x^* .$$

If $b$ is replaced by $a$ in this relation, it reads $\langle Ta|H|a\rangle=-\langle a|H|Ta\rangle^*$. Hermiticity says that the same two quantities are equal with a plus sign, so $\langle a|H|Ta\rangle=0$. The same reasoning applies to $b$. Hence

$$H=\begin{pmatrix}A&0&w&x\\0&A&-x^*&w^*\\w^*&-x&B&0\\x^*&w&0&B\end{pmatrix}.$$

A Hermitian four by four matrix has 16 real parameters. Here six remain: $A$, $B$, and the real and imaginary parts of $w$ and $x$.

### Why the conditions number five

Let $\bar E=(A+B)/2$ and $\delta=(A-B)/2$, and let $Q$ be the upper right block. Then

$$H-\bar E=\begin{pmatrix}\delta&Q\\Q^\dagger&-\delta\end{pmatrix},\qquad Q=\begin{pmatrix}w&x\\-x^*&w^*\end{pmatrix}.$$

The diagonal elements of $QQ^\dagger$ are both $|w|^2+|x|^2$. Its upper off-diagonal element is $w(-x)+xw=0$, and the lower one is the conjugate of this. Thus $QQ^\dagger=(|w|^2+|x|^2)1$, and for a square matrix $Q^\dagger Q$ then has the same value. In the square of $H-\bar E$, the off-diagonal block is $\delta Q-Q\delta=0$, so

$$(H-\bar E)^2=\left(\delta^2+|w|^2+|x|^2\right)1 .$$

The eigenvalues of $H-\bar E$ are plus or minus the root of this number. Its trace is zero, so each sign occurs twice:

$$E_\pm=\frac{A+B}{2}\pm\sqrt{\left(\frac{A-B}{2}\right)^2+|w|^2+|x|^2}.$$

The doublets meet when the root vanishes. A sum of squares of real numbers vanishes only if each term does. The conditions are

$$A=B,\quad \mathrm{Re}\,w=\mathrm{Im}\,w=0,\quad \mathrm{Re}\,x=\mathrm{Im}\,x=0 .$$

The sixth parameter, $\bar E$, moves both doublets together and plays no part.

These are five functions of $\lambda$. If their gradients are independent at a crossing, the implicit function theorem gives a crossing set of dimension $n-5$ around it. This independence is what "generic" means here. The count does not promise that a crossing exists; it tells how large the crossing set is where one does.

Could a phase choice make $w$ real and save a condition? Write $w=|w|e^{i\theta}$. The phase of $b$ can absorb $\theta$, but what remains is $|w|=0$, which still demands that both real parts vanish. The angle is undefined at $w=0$, so such a frame is in general not smooth at the crossing. One can even diagonalize $H$ at a single point and remove both couplings there, but the gap then reappears in $A-B$. Conditions must be counted in a frame that is smooth around the crossing.

### What the mirror removes

A reflection $M$ is inversion combined with a rotation by $\pi$ about the normal of the plane. Inversion applied twice gives one. The rotation applied twice is a full turn, which gives $-1$ for an odd number of electrons. Thus $M^2=-1$, and the eigenvalues of $M$ are $\pm i$. Spatial operations commute with time reversal. If $Ma=ia$, then

$$M(Ta)=T(Ma)=T(ia)=-i\,Ta,$$

because an antiunitary operator conjugates the number $i$. Every doublet therefore has one state of each mirror eigenvalue, and the four-dimensional space has two of each. Choose $a$ and $b$ as orthonormal states with eigenvalue $+i$; then $Ta$ and $Tb$ have $-i$.

Since $M$ is unitary and commutes with $H$,

$$x=\langle Ma|H|M\,Tb\rangle=(i)^*(-i)\,x=(-i)(-i)\,x=-x,$$

so $x=0$. For the other coupling the factor is $(i)^*(i)=1$, which allows any complex $w$. The matrix splits into two blocks,

$$h=\begin{pmatrix}A&w\\w^*&B\end{pmatrix}\quad\text{and}\quad h^* .$$

Four real parameters remain, and three of them must vanish in the sense $A=B$, $\mathrm{Re}\,w=\mathrm{Im}\,w=0$. Time reversal does not make $w$ real, because it leads from one block to the other and places no restriction inside a block.

The crossing set now has dimension $n_M-3$, where $n_M$ counts only the parameters that preserve the mirror. A distortion that breaks the mirror brings $x$ back. Three atoms always lie in a plane, and they have three internal coordinates, so generic crossings are isolated points. Four atoms have six internal coordinates, five of them planar. The planar crossing set has dimension $5-3=2$, although the count without symmetry would suggest $6-5=1$. There is no contradiction. Both parts of $x$ vanish on the whole planar subspace, so both their gradients there point along the single out-of-plane coordinate. They are not independent, and the generic count in six dimensions does not apply at these points.

### When other symmetry changes the count

A second mirror $M'$, perpendicular to the first, lowers the number to two. For one electron, the spin parts of the two reflections are proportional to different Pauli matrices and anticommute; for an odd number of electrons an odd number of minus signs leaves $MM'=-M'M$. Thus $M'$ exchanges the eigenvalues $+i$ and $-i$, as $T$ does, and the product $\Theta=M'T$ stays inside one block. It is antiunitary, and $\Theta^2=M'^2T^2=(-1)(-1)=1$. States with $\Theta a=a$ and $\Theta b=b$ can then be chosen: for any $\psi$, the sum $\psi+\Theta\psi$ is unchanged by $\Theta$, and if it vanishes, $i\psi$ is unchanged. In this frame $w=\langle\Theta a|H|\Theta b\rangle=w^*$ is real.

An inversion centre acts differently. It gives both partners of a doublet the same parity. Doublets of opposite parity have $w=x=0$ by symmetry and need one condition. For equal parity, inversion is a mere number in the four-dimensional space and removes nothing.

The argument fails in a magnetic field, where $T$ no longer commutes with $H$, and for an even number of electrons, where $T^2=+1$ and the orthogonality of $\psi$ and $T\psi$ is lost.

### A model in which the five conditions are visible

Take one electron in a p shell, with spin-orbit coupling and a quadrupolar electrostatic field:

$$H=V+\zeta\,\mathbf L\cdot\mathbf S,\qquad \zeta=0.60\ \text{eV}.$$

Angular momenta are in units of $\hbar$. From $\mathbf L\cdot\mathbf S=\tfrac12[j(j+1)-2-\tfrac34]$, the free shell has a quartet $j=3/2$ at $\zeta/2=0.30$ eV and a doublet $j=1/2$ at $-\zeta=-0.60$ eV. The quartet is two Kramers doublets that coincide.

The field is a real, symmetric, traceless matrix in the orbitals $p_x,p_y,p_z$. Such a matrix has five components, scaled here as

$$V=\begin{pmatrix}-q_1+\sqrt3q_2&\sqrt3q_3&\sqrt3q_4\\\sqrt3q_3&-q_1-\sqrt3q_2&\sqrt3q_5\\\sqrt3q_4&\sqrt3q_5&2q_1\end{pmatrix},$$

so that $\mathrm{tr}\,V^2=6r^2$ with $r^2=q_1^2+\dots+q_5^2$.

Let $p_\pm=\mp(p_x\pm ip_y)/\sqrt2$ and $p_0=p_z$. In the quartet choose the states $m=-3/2$ and $m=1/2$:

$$a=p_-{\downarrow},\qquad b=\sqrt{\tfrac23}\,p_0{\uparrow}+\sqrt{\tfrac13}\,p_+{\downarrow}.$$

The reflection $z\to-z$ changes the sign of $p_0$ and multiplies $\uparrow$ by $-i$ and $\downarrow$ by $+i$. Both states then have mirror eigenvalue $+i$, as required. With $T{\uparrow}={\downarrow}$, $T{\downarrow}=-{\uparrow}$ and $p_+^*=-p_-$,

$$Tb=\sqrt{\tfrac23}\,p_0{\downarrow}+\sqrt{\tfrac13}\,p_-{\uparrow}.$$

The field does not act on spin, so only equal spins contribute. Leaving out the common energy $\zeta/2$, the diagonal elements are

$$A=\tfrac12(V_{xx}+V_{yy})=-q_1,\qquad B=\tfrac23(2q_1)+\tfrac13(-q_1)=q_1,$$

and the couplings are

$$w=\sqrt{\tfrac13}\,\langle p_-|V|p_+\rangle=-\frac{V_{xx}-V_{yy}+2iV_{xy}}{2\sqrt3}=-(q_2+iq_3),$$

$$x=\sqrt{\tfrac23}\,\langle p_-|V|p_0\rangle=\frac{V_{xz}+iV_{yz}}{\sqrt3}=q_4+iq_5 .$$

Each of the five real functions $(A-B)/2$, $\mathrm{Re}\,w$, $\mathrm{Im}\,w$, $\mathrm{Re}\,x$ and $\mathrm{Im}\,x$ is one field component, up to sign. To first order in the field the gap is $2r$. The mirror forbids $V_{xz}$ and $V_{yz}$, which are odd in $z$, and these are the two parts of $x$.

### Beyond first order

The field also mixes $j=3/2$ with $j=1/2$. Could this produce a crossing at a nonzero field? The three doublet energies $E_k$ of the six-state problem answer this. Their sum is zero, since $H$ is traceless. For three numbers with zero sum, $p=\tfrac12\sum E_k^2$ and $D=E_1E_2E_3=\tfrac13\sum E_k^3$ fix the set through $E^3-pE-D=0$.

Traces of $V$ or $V^2$ times $\mathbf L\cdot\mathbf S$ vanish, because spin is traceless. The identity $(\mathbf L\cdot\mathbf S)^2=\tfrac12-\tfrac12\mathbf L\cdot\mathbf S$, which holds for both eigenvalues $\tfrac12$ and $-1$, removes the trace of $V(\mathbf L\cdot\mathbf S)^2$ as well. The six-state traces of $(\mathbf L\cdot\mathbf S)^2$ and $(\mathbf L\cdot\mathbf S)^3$ are $3$ and $-\tfrac32$. Each doublet counts twice in a six-state trace, and $\mathrm{tr}\,V^3=3\det V$. With $b_0=\zeta/2>0$ this gives

$$p=3(r^2+b_0^2),\qquad D=\det V-2b_0^3 .$$

If two doublets meet at energy $c$, the third lies at $-2c$. Then $p=3c^2$ and $D=-2c^3$, so $4p^3=27D^2$. We show that this cannot happen at nonzero field.

Let $v_3$ be the eigenvalue of $V$ of largest magnitude. The other two add to $-v_3$ and do not have opposite signs, so $0\le v_1v_2\le v_3^2/4$. From $\mathrm{tr}\,V^2=2v_3^2-2v_1v_2=6r^2$ follows $v_3^2\le4r^2$, and thus $|\det V|\le|v_3|^3/4\le2r^3$. Therefore $|D|\le2(r^3+b_0^3)$, and

$$4p^3-27D^2\ge108\left[(r^2+b_0^2)^3-(r^3+b_0^3)^2\right]$$

$$=108\,r^2b_0^2\left[(r-b_0)^2+2r^2+2b_0^2\right].$$

For $\zeta\neq0$ the right side is positive unless $r=0$ (a negative $\zeta$ is covered by using $|b_0|$). In this model, any crossing requires all five components to vanish, at any field strength.

### Numbers

Take $(q_1,\dots,q_5)=(0.03,0.02,0.04,0.05,0.06)$ eV. Then $r^2=0.0009+0.0004+0.0016+0.0025+0.0036=0.0090$ eV², and first order gives a gap $2r=0.190$ eV. The six-state value is $0.41108-0.20709=0.204$ eV.

Now remove $q_1,q_2,q_3,q_4$ in turn. The six-state gap becomes 0.192, 0.190, 0.156 and 0.120 eV. Four conditions are now met to first order in the field (mixing with $j=1/2$ leaves small second-order terms, of order $q_5^2/\zeta$, in $A-B$ and $w$), and the doublets are still apart; the last gap is close to $2q_5=0.120$ eV. Removing $q_5$ closes it.

With the mirror, $q_4=q_5=0$ from the start and the gap is 0.101 eV. Removing $q_1$ and $q_2$ leaves 0.080 eV, close to $2q_3$. The third removal closes the gap.

First order is too low for the full field and too high for the mirror-symmetric one (0.108 eV against 0.101 eV). To see why, put the upper doublets at $c\pm g/2$ and the third at $-2c$. Then $p=3c^2+g^2/4$ gives $c^2=b_0^2+r^2-g^2/12$, and

$$D=-2c\left(c^2-\tfrac{g^2}{4}\right)=-2c\left(b_0^2+r^2-\tfrac{g^2}{3}\right).$$

Insert $c\approx b_0+(r^2-g^2/12)/(2b_0)$ and drop fourth powers of the field: $D\approx-2b_0^3-3b_0r^2+\tfrac34b_0g^2$. Equating this to $\det V-2b_0^3$ yields

$$g^2\approx4r^2+\frac{4\det V}{3b_0}.$$

To this order the sign of $\det V$ decides; when $\det V$ is small, the dropped fourth-order terms can outweigh it (with only $q_5$, where $\det V=0$, the gap is 0.1197 eV, slightly below $2r=0.1200$ eV). With the mirror, $\det V=2q_1(q_1^2-3q_2^2-3q_3^2)$ is negative here; for the full field, inserting the five components gives a positive value. When only $q_3$ or only $q_5$ remains, $\det V=0$, and first order is correspondingly better.

Spin-orbit coupling is essential to the count. Without it, and while the mirror $z\to-z$ is kept, $p_z$ and an in-plane orbital such as $p_x$ have opposite reflection parity and cross under one condition. For $q_2=0.10$ eV and $q_3=q_4=q_5=0$, their energies $-q_1+\sqrt3q_2$ and $2q_1$ agree at $q_1=q_2/\sqrt3=0.058$ eV. With spin, $p_x{\downarrow}$ and $p_z{\uparrow}$ have the same mirror eigenvalue $+i$, and $\zeta\,\mathbf L\cdot\mathbf S$ couples them. A scan of $q_1$ from $-0.5$ to $0.5$ eV at $\zeta=0.60$ eV finds a least gap of 0.188 eV between the upper doublets, at $q_1=0.030$ eV. This field keeps all three coordinate mirrors, so with spin-orbit coupling it belongs to the two-condition case, $q_1=q_2=0$; varying $q_1$ alone cannot meet both.

The crossing in this model sits at the spherical point, which has extra symmetry. The numerical check therefore also disturbs crossings in random twelve-state Hamiltonians and tries to restore them. In six trials of each kind, five controls closed the gap to rounding error, while four left at least 1.6% of the disturbed gap. With a mirror, three controls sufficed and two left at least 11%. These two percentages depend on the random draw and are not general lower limits; with one control too few, the remaining gap can be small by chance, but it is generically not zero.

## Table of computed values

```
Real parameters, any Hermitian 4x4: 16
Real parameters, with T: 6  conditions: 5
Real parameters, T and mirror: 4  conditions: 3
Real parameters, T and two mirrors: 3  conditions: 2
Restoring a disturbed crossing, 12 states, 6 trials each
(final gap / disturbed gap, dimensionless)
  no mirror, 4 controls, smallest: 0.016
  no mirror, 5 controls, largest:  9e-11
  mirror, 2 controls, smallest:    0.111
  mirror, 3 controls, largest:     5e-11
p electron: zeta = 0.60 eV
  free levels: j=1/2 -0.600 eV, j=3/2 0.300 eV
  q1..q5 = 0.03 0.02 0.04 0.05 0.06 eV
  (A-B)/2 = -0.030 eV
  w = -0.020 -0.040 i eV
  x = 0.050 +0.060 i eV
  doublet energies: -0.61817 0.20709 0.41108 eV
Gap of upper two doublets: first order, six-state (eV)
  no mirror, 0 components removed: 0.18974, 0.20399
  no mirror, 1 components removed: 0.18000, 0.19244
  no mirror, 2 components removed: 0.17550, 0.18965
  no mirror, 3 components removed: 0.15620, 0.15563
  no mirror, 4 components removed: 0.12000, 0.11974
  no mirror, 5 components removed: 0.00000, 0.00000
  mirror, 0 components removed: 0.10770, 0.10104
  mirror, 1 components removed: 0.08944, 0.08933
  mirror, 2 components removed: 0.08000, 0.07992
  mirror, 3 components removed: 0.00000, 0.00000
Scan of q1 at q2 = 0.10 eV, q3 = q4 = q5 = 0
  zeta = 0: gap 0.00000 eV at q1 = 0.05774 eV
  zeta = 0.60 eV: least gap 0.18844 eV at q1 = 0.02999 eV
```
